# Hellmann-Feynman forces at fractional occupation and the Mermin free energy

Eight ions and eight electrons sit on a ring, with the electrons held at $k_BT=0.01$ hartree. One ion is displaced by 0.5 bohr from its place in the equally spaced arrangement. The Hellmann-Feynman formula gives a force of $0.0203$ hartree/bohr on it, directed further away from that place. If the ion is moved a little in this direction and the electrons are allowed to settle again, their total energy falls at a rate of $0.0277$ hartree/bohr. The mismatch is 37% of the force, and it is no numerical error. The force is the slope of another function, the Mermin free energy.

## Setting and conventions

Hartree atomic units are used. The symbol $T$ stands for $k_BT$, so it is an energy, and the entropy $S$ is a pure number. $R$ is one coordinate of one ion, and all other ionic coordinates are fixed. A prime on a quantity that depends on $R$ means its total derivative $d/dR$ along a family of electronic states, at fixed $T$.

The electrons are treated in a mean field of Kohn-Sham type with spin-degenerate orbitals $\psi_i$. Each orbital has an occupation $f_i$ between 0 and 1 and holds $2f_i$ electrons. Density and electron number are
$$n(x)=2\sum_i f_i|\psi_i(x)|^2,\qquad N=2\sum_i f_i .$$
The total energy is
$$E=2\sum_i f_i\langle\psi_i|t+v_R|\psi_i\rangle+E_{\rm Hxc}[n]+E_{\rm ion}(R),\tag{1}$$
with kinetic operator $t$, local ionic potential $v_R(x)$, electron-electron mean-field energy $E_{\rm Hxc}$ and ion-ion repulsion $E_{\rm ion}$. The entropy and the Mermin free energy are
$$S=-2\sum_i\big[f_i\ln f_i+(1-f_i)\ln(1-f_i)\big],\qquad A=E-TS.\tag{2}$$
The Hellmann-Feynman force keeps only the explicit dependence of the energy on $R$:
$$F=-\int n(x)\,\frac{\partial v_R(x)}{\partial R}\,dx-\frac{\partial E_{\rm ion}}{\partial R}.\tag{3}$$

The assumptions are these.

1. **Fixed basis.** The orbitals are expanded in a finite orthonormal basis that does not depend on $R$. Operators are matrices in this basis, so all traces are finite sums.
2. **Mean field.** $E_{\rm Hxc}$ depends on $R$ through $n$ alone and has a functional derivative $v_{\rm Hxc}=\delta E_{\rm Hxc}/\delta n$.
3. **Self-consistency.** The orbitals satisfy $h\psi_i=\varepsilon_i\psi_i$ with $h=t+v_R+v_{\rm Hxc}[n]$, where $n$ is the density of these same orbitals.
4. **Thermal occupations.** At a fixed $T>0$, $f_i=[1+e^{(\varepsilon_i-\mu)/T}]^{-1}$ with chemical potential $\mu$.
5. **Smooth branch.** As $R$ varies, the one-particle density operator $\gamma=\sum_i f_i|\psi_i\rangle\langle\psi_i|$ is continuously differentiable.

**Theorem.** Under assumptions 1 to 5,
$$\frac{dA}{dR}=-F+\mu\frac{dN}{dR}.\tag{4}$$
In particular, $F=-(dA/dR)_{N,T}$ at fixed electron number.

The proof is given first for levels that can be followed one by one, because it shows which terms cancel. A second proof uses the operator $\gamma$, needs no labelling of levels and so covers degeneracies directly.

## Proof for levels that can be followed

Suppose for now that $\psi_i$ and $\varepsilon_i$ can be chosen differentiable in $R$.

**Lemma 1.** Let orthonormal orbitals and occupations vary differentiably with $R$, and let the orbitals at the point considered be eigenfunctions of $h$. Then
$$E'=-F+2\sum_i\varepsilon_i f_i'.\tag{5}$$

*Proof.* The product rule applied to (1), with the chain rule for $E_{\rm Hxc}$, gives
$$\begin{aligned}E'={}&2\sum_i f_i\langle\psi_i|\tfrac{\partial v_R}{\partial R}|\psi_i\rangle+\frac{\partial E_{\rm ion}}{\partial R}
+2\sum_i f_i'\langle\psi_i|t+v_R|\psi_i\rangle\\
&+2\sum_i f_i\big(\langle\psi_i'|t+v_R|\psi_i\rangle+\langle\psi_i|t+v_R|\psi_i'\rangle\big)+\int v_{\rm Hxc}\,n'\,dx .\end{aligned}$$
The first sum is $\int n\,(\partial v_R/\partial R)\,dx$, so the first two terms are $-F$. The density changes by
$$n'=2\sum_i f_i'|\psi_i|^2+2\sum_i f_i(\psi_i'^*\psi_i+\psi_i^*\psi_i').$$
The last integral is therefore
$$\int v_{\rm Hxc}n'dx=2\sum_i f_i'\langle\psi_i|v_{\rm Hxc}|\psi_i\rangle+2\sum_i f_i\big(\langle\psi_i'|v_{\rm Hxc}|\psi_i\rangle+\langle\psi_i|v_{\rm Hxc}|\psi_i'\rangle\big).$$
It supplies what is missing to turn $t+v_R$ into $h$ everywhere:
$$E'=-F+2\sum_i f_i'\langle\psi_i|h|\psi_i\rangle+2\sum_i f_i\big(\langle\psi_i'|h|\psi_i\rangle+\langle\psi_i|h|\psi_i'\rangle\big).$$
Since $h\psi_i=\varepsilon_i\psi_i$ and $h$ is Hermitian, the last bracket is $\varepsilon_i(\langle\psi_i'|\psi_i\rangle+\langle\psi_i|\psi_i'\rangle)=\varepsilon_i\,d\langle\psi_i|\psi_i\rangle/dR$. This is zero because the norm stays 1. In the middle term $\langle\psi_i|h|\psi_i\rangle=\varepsilon_i$. $\square$

Two special cases show what each part means. If the occupations are frozen while the orbitals relax, $f_i'=0$ and $(dE/dR)_f=-F$: relaxation of the orbitals costs no first-order energy. If instead the ions are fixed and one occupation is varied, the same calculation with $f_i$ as the variable has no explicit term and gives Janak's relation, $\partial E/\partial f_i=2\varepsilon_i$. The extra term in (5) is thus the energy needed to shift electrons between levels.

**Lemma 2.** For Fermi-Dirac occupations,
$$T S'=2\sum_i(\varepsilon_i-\mu)f_i'.\tag{6}$$

*Proof.* For one level,
$$\frac{d}{df}\big[f\ln f+(1-f)\ln(1-f)\big]=\ln f+1-\ln(1-f)-1=\ln\frac{f}{1-f}.$$
With the factor $-2$ in (2), $S'=2\sum_i\ln[(1-f_i)/f_i]\,f_i'$. The Fermi function gives $1/f_i-1=e^{(\varepsilon_i-\mu)/T}$. The left side is $(1-f_i)/f_i$, so
$$T\ln\frac{1-f_i}{f_i}=\varepsilon_i-\mu,\tag{7}$$
and inserting this proves (6). At $T>0$ every $f_i$ lies strictly between 0 and 1, so the logarithms are finite. $\square$

*Proof of the theorem in this case.* Subtracting (6) from (5) at fixed $T$,
$$A'=E'-TS'=-F+2\sum_i\varepsilon_if_i'-2\sum_i(\varepsilon_i-\mu)f_i'=-F+2\mu\sum_i f_i'=-F+\mu N'.$$
At fixed electron number $N'=0$. $\square$

The cancellation belongs to the sum. Level $i$ leaves a remainder $2\mu f_i'$, and these remainders add up to zero because an electron that leaves one level enters another.

## Proof with degenerate levels

At a degeneracy a displacement can split two levels in proportion to its magnitude. If the levels are numbered by energy, the lower one then has a kink, and $\varepsilon_i'$, $f_i'$ and $\psi_i'$ need not exist for that numbering. Along a single coordinate the kink can often be removed by following each orbital through the crossing, but that needs an argument of its own. The operator $\gamma$ avoids the question. Under assumptions 3 and 4 it is the matrix function
$$\gamma=\big[1+e^{(h-\mu)/T}\big]^{-1},\tag{8}$$
which does not depend on how orbitals are chosen inside a degenerate level. In terms of $\gamma$,
$$n(x)=2\langle x|\gamma|x\rangle,\quad N=2\,{\rm Tr}\,\gamma,\quad E=2\,{\rm Tr}[\gamma(t+v_R)]+E_{\rm Hxc}[n]+E_{\rm ion},$$
$$-TS=2T\,{\rm Tr}\,g(\gamma),\qquad g(y)=y\ln y+(1-y)\ln(1-y).$$

**Lemma 3.** Let $\gamma(R)$ be a continuously differentiable Hermitian matrix with eigenvalues strictly between 0 and 1. Then $\frac{d}{dR}{\rm Tr}\,g(\gamma)={\rm Tr}[g'(\gamma)\gamma']$, where $g'$ is the ordinary derivative of $g$, even if $\gamma$ and $\gamma'$ do not commute.

*Proof.* For a power $\gamma^k$ the product rule gives $k$ terms, and the cyclic property of the trace makes them equal:
$$\frac{d}{dR}{\rm Tr}\,\gamma^k=\sum_{j=0}^{k-1}{\rm Tr}\big[\gamma^j\gamma'\gamma^{k-1-j}\big]=k\,{\rm Tr}\big[\gamma^{k-1}\gamma'\big].$$
The lemma thus holds for polynomials. Eigenvalues of a continuous Hermitian matrix are continuous, so for $R$ in a small closed interval they stay in some $[a,b]$ with $0<a<b<1$. On $[a,b]$ the continuous function $g'$ is a uniform limit of polynomials. Integrating these from $a$, with starting value $g(a)$, gives polynomials $p_m$ such that $p_m\to g$ and $p_m'\to g'$ uniformly. Since $\gamma'$ is bounded on the interval, ${\rm Tr}\,p_m(\gamma)$ and its derivative ${\rm Tr}[p_m'(\gamma)\gamma']$ both converge uniformly in $R$. Uniform convergence of the derivatives permits the exchange of limit and derivative. $\square$

*Proof of the theorem.* Differentiating $E$ gives
$$E'=2\,{\rm Tr}\Big[\gamma\frac{\partial v_R}{\partial R}\Big]+\frac{\partial E_{\rm ion}}{\partial R}+2\,{\rm Tr}[\gamma'(t+v_R)]+\int v_{\rm Hxc}n'dx .$$
The first two terms are $-F$. Because $n'(x)=2\langle x|\gamma'|x\rangle$, the integral is $2\,{\rm Tr}[\gamma'v_{\rm Hxc}]$, and so
$$E'=-F+2\,{\rm Tr}[\gamma'h].\tag{9}$$
Lemma 3 with $g'(y)=\ln[y/(1-y)]$ gives $-TS'=2\,{\rm Tr}[\gamma'\,T\ln(\gamma(1-\gamma)^{-1})]$. From (8), $\gamma(1-\gamma)^{-1}=e^{-(h-\mu)/T}$, so the logarithm times $T$ is $-(h-\mu)$. Adding the two results,
$$A'=-F+2\,{\rm Tr}[\gamma'h]-2\,{\rm Tr}[\gamma'(h-\mu)]=-F+2\mu\,{\rm Tr}\,\gamma'=-F+\mu N'.\qquad\square$$

## Remarks on meaning and validity

**The energy gradient.** At fixed $N$, $A'=-F$ and $E=A+TS$ give
$$-\frac{dE}{dR}=F-T\frac{dS}{dR}.\tag{10}$$
Written as $dE=-F\,dR+T\,dS$, this is the energy balance of an isothermal displacement: $F\,dR$ is the work done on the ion and $T\,dS$ the heat taken up by the electrons. A geometry with $F=0$ is a stationary point of $A$. There $dE/dR=T\,dS/dR$, which need not vanish, so an optimizer that follows $F$ but judges its steps by $E$ uses inconsistent data.

**Low temperature.** Differentiating the Fermi function gives $f_i'=-f_i(1-f_i)(\varepsilon_i'-\mu')/T$. With $y_i=(\varepsilon_i-\mu)/T$, (6) becomes
$$TS'=-2\sum_i y_i f_i(1-f_i)(\varepsilon_i'-\mu').$$
At fixed $N$ the condition $\sum_i f_i'=0$ makes $\mu'$ a weighted mean of the $\varepsilon_i'$, with weights $f_i(1-f_i)$. If the $\varepsilon_i'$ stay bounded and every level keeps a finite distance from $\mu$ as $T\to0$, then $|y_i|\to\infty$. Since $f_i(1-f_i)<e^{-|y_i|}$, the sum vanishes. Energy and free energy then have the same slope. A partly filled level close to $\mu$ on the scale of $T$ is outside this argument.

**Fixed chemical potential.** If the system exchanges electrons with a reservoir, $N'$ need not vanish, and (4) gives $(dA/dR)_\mu=-F+\mu(dN/dR)_\mu$. The function whose negative slope is $F$ is then the grand potential $\Omega=A-\mu N$, since $(d\Omega/dR)_\mu=A'-\mu N'=-F$.

**Other occupations.** If the $f_i$ follow another rule while the entropy is still (2), relation (7) fails. Subtracting $TS'$ from (5) then leaves, at fixed $N$,
$$A'=-F+2\sum_i\Big[\varepsilon_i-T\ln\frac{1-f_i}{f_i}\Big]f_i',$$
and the sum is in general not zero. Occupations and entropy have to match.

**Incomplete self-consistency.** Suppose $h$ was built with a potential $v_{\rm in}$ that differs from $v_{\rm Hxc}[n]$ of the resulting density. Then $t+v_R+v_{\rm Hxc}[n]=h+(v_{\rm Hxc}[n]-v_{\rm in})$ takes the place of $h$ in (9), and at fixed $N$
$$A'=-F+\int\big(v_{\rm Hxc}[n]-v_{\rm in}\big)n'\,dx .$$
The error of the force is of first order in the potential mismatch.

**Moving basis.** If the basis functions travel with the ion, $\psi_i$ satisfies the eigenvalue equation only within the span of the basis. The residual $(h-\varepsilon_i)\psi_i$ is orthogonal to that span, but $\psi_i'$ has a part outside it. The orbital term of Lemma 1 then leaves $4\sum_i f_i\,{\rm Re}\langle\psi_i'|(h-\varepsilon_i)|\psi_i\rangle$, the Pulay contribution to $E'$ and $A'$. At fixed $N$ the force $-dA/dR$ is then $F$ minus this term.

**Existence of a smooth branch.** At fixed $N$ the self-consistent density solves $n=G(n,R)$, where $G$ builds $h$ from $n$, fills its levels and returns the new density. The Fermi function is analytic near the real axis for $T>0$, so (8) is a smooth function of $h$ and $\mu$, with or without degeneracies. Also $\mu$ is a smooth function of $h$, because $\partial N/\partial\mu=(2/T)\sum_i f_i(1-f_i)>0$. If $v_R$ and $v_{\rm Hxc}[n]$ are continuously differentiable, the implicit function theorem gives a continuously differentiable branch wherever $1-\partial G/\partial n$ is invertible. Where it is not, solutions may merge or branch, and assumption 5 can fail.

## Worked example: a ring of eight ions

The ring has circumference $L=24$ bohr. Two unit charges at separation $x$ along it have chord distance $d=(L/\pi)|\sin(\pi x/L)|$ and interaction energy $w(x)=(1+d^2)^{-1/2}$, softened over 1 bohr. Ions repel each other with $w$, and
$$v_R(x)=-\sum_a w(x-R_a),\quad E_{\rm Hxc}=\tfrac12\iint n(x)w(x-x')n(x')\,dx\,dx'-0.2\int n^{3/2}dx .$$
The last term is a model exchange energy. The basis is a fixed grid of 80 points, so assumption 1 holds, with integrals replaced by grid sums. These are round model parameters, not those of a material.

With equal spacing, levels 4 and 5 coincide at $-0.04171$ hartree and are half filled. They derive from the waves $e^{\pm2iqx}$ with $q=2\pi/L$. A potential that repeats eight times around the ring has Fourier components at multiples of $8q$ only, and cannot couple two waves whose wave numbers differ by $4q$. Since $h$ is real, the complex conjugate of the orbital built on $e^{2iqx}$ is an orbital built on $e^{-2iqx}$ with the same energy. Displacing one ion by 0.5 bohr breaks the repetition and splits the pair. The chemical potential is then $\mu=-0.041518$ hartree, and the pair has these values (energies in hartree, derivatives per bohr):

| level | $\varepsilon_i$ | $f_i$ | $f_i'$ | $2\varepsilon_if_i'$ | $TS_i'$ |
|---|---|---|---|---|---|
| 4 | −0.047964 | 0.6558 | +0.28879 | −0.02770 | −0.00372 |
| 5 | −0.035075 | 0.3443 | −0.28876 | +0.02026 | −0.00372 |

Here $S_i$ is the contribution of level $i$ to $S$. Equation (6) can be followed for level 4:
$$2(\varepsilon_4-\mu)f_4'=2(-0.047964+0.041518)(0.28879)=-0.00372 .$$
The last two columns disagree row by row. For level 4 the difference is $-0.02770+0.00372=-0.02398$, which is $2\mu f_4'=2(-0.041518)(0.28879)$. For level 5 it is $+0.02398$. The sums over all levels agree at $-0.00744$ hartree/bohr.

The sign follows from the splitting. Let the pair lie at $\mu\mp\delta$ with $f_4+f_5=1$. By (6) its contribution to $TS'$ is $2(-\delta)f_4'+2\delta f_5'=-4\delta f_4'$. With $\delta=(0.047964-0.035075)/2=0.00644$ hartree this is $-0.00744$ hartree/bohr. As the ion moves on, electrons pass from the upper to the lower level, so the energy falls and the entropy falls with it.

The force on the ion consists of an electronic part $+0.0889$ and an ionic part $-0.0686$, together
$$F=+0.0203\ \text{hartree/bohr}\quad(1.044\ \text{eV/Å}).$$
The finite-difference slope of the reconverged free energy gives the same value; the two differ by about $10^{-10}$ hartree/bohr. For the energy, (10) gives
$$-\frac{dE}{dR}=0.0203+0.0074=0.0277\ \text{hartree/bohr},$$
the second number of the opening paragraph. With frozen occupations $-dE/dR$ returns to $0.0203$ hartree/bohr, as Lemma 1 requires.

The statement also holds over a finite path. From equal spacing to the displacement of 0.5 bohr, $F$ does the work $0.00561$ hartree. The free energy drops by $0.00561$ hartree and the energy by $0.00758$ hartree. The difference, $0.00197$ hartree, is the drop of $TS$, given off as heat.

At fixed $\mu$ the electron number changes by $-0.0028$ per bohr. Then $\mu N'=(-0.0415)(-0.0028)=+0.00012$ hartree/bohr, and $-dA/dR=0.02030-0.00012=0.02019$ hartree/bohr up to rounding, while $-d\Omega/dR$ remains $0.02030$.

A second ring tests the degenerate case. Alternate ions are shifted by 0.4 bohr, which forms pairs, and four electrons are present. Levels 2 and 3 coincide within rounding, with occupation $0.517$ each. This exceeds one half because the lowest level is not completely full. When one ion is moved by 0.02 bohr either way, the mean slope of level 2 is $-0.0014$ hartree/bohr on the left and $-0.0144$ on the right, as expected when the displacement splits the pair linearly and the lower level has a kink. The kink comes from numbering by energy: two levels with slopes of about $-0.0015$ and $-0.0142$ hartree/bohr cross here, and the orbital of level 2 on the left continues as that of level 3 on the right. With the levels followed through the crossing the first proof applies as well; the proof with $\gamma$ needs no such relabelling. By the proof with $\gamma$ the free energy has no kink, since $A'=-F$ is continuous under assumption 5. The symmetric difference quotient used in the check cannot test this, because a term even in the displacement drops out of it. It does test the value of the slope: both $F$ and $-dA/dR$ are $-0.00758$ hartree/bohr. These digits happen to repeat those of the energy change along the path above. The two are different quantities for different electron numbers, and nothing in the theorem connects them.

The numerical check asserts the force theorem in both rings, the frozen-occupation slope, Janak's relation for levels 4 and 5, the entropy identity, the work along the path and the statement at fixed $\mu$.

## Computed results

```
INPUT (Ha = hartree)
ring length 24.0 bohr, ions 8, grid points 80
softening 1.0 bohr, exchange constant 0.2 a.u.
k_B T = 0.010 Ha, ion displacement 0.50 bohr
finite-difference step 0.020 bohr
EQUALLY SPACED RING, 8 electrons
levels 4, 5: -0.041712, -0.041712 Ha
occupations 4, 5: 0.50004, 0.50004
DISPLACED ION, 8 electrons
chemical potential mu = -0.041518 Ha
E = -3.9629906 Ha
T S = 0.0257711 Ha
A = -3.9887617 Ha
level: eps [Ha], f, f' [1/bohr], 2 eps f', T S_i' [Ha/bohr]
1: -0.179318 0.999999 +0.000001 -0.000000 -0.000000
2: -0.150066 0.999981 +0.000029 -0.000009 -0.000006
3: -0.137932 0.999935 -0.000057 +0.000016 +0.000011
4: -0.047964 0.655802 +0.288789 -0.027703 -0.003723
5: -0.035075 0.344284 -0.288762 +0.020257 -0.003721
6: 0.117105 0.000000 +0.000000 +0.000000 +0.000000
7: 0.136949 0.000000 -0.000000 -0.000000 -0.000000
8: 0.308692 0.000000 -0.000000 -0.000000 -0.000000
sum over all levels of 2 eps f' = -0.0074396 Ha/bohr
T dS/dR from total entropy = -0.0074396 Ha/bohr
FORCE ON THE DISPLACED ION
electronic part = +0.0888998 Ha/bohr
ionic part = -0.0685950 Ha/bohr
Hellmann-Feynman F = +0.0203048 Ha/bohr
F converted = +1.04412 eV/angstrom
-dA/dR at fixed N = +0.0203048 Ha/bohr
|F + dA/dR| = 9.3e-11 Ha/bohr
-dE/dR at fixed N = +0.0277444 Ha/bohr
-dE/dR converted = +1.42668 eV/angstrom
-dE/dR, frozen occupations = +0.0203048 Ha/bohr
dE/df for levels 4, 5: -0.095929, -0.070151 Ha
PATH FROM THE EQUALLY SPACED RING TO THE DISPLACED ION
work of F = +0.0056058 Ha
change of A = -0.0056058 Ha
change of E = -0.0075782 Ha
FIXED CHEMICAL POTENTIAL
dN/dR = -0.002801 1/bohr
-dA/dR = +0.0201885 Ha/bohr
-d(A - mu N)/dR = +0.0203048 Ha/bohr
DEGENERATE PAIR: 4 electrons, alternate ions shifted 0.4 bohr
gap of levels 2, 3 = 5.2e-14 Ha
occupations 2, 3: 0.51740, 0.51740
slope of level 2, left = -0.00142 Ha/bohr
slope of level 2, right = -0.01436 Ha/bohr
F = -0.0075782 Ha/bohr
-dA/dR = -0.0075782 Ha/bohr
```
